\section*{Dipole Born Cross Section for Exciting an Infrared-Active Vibration by Electrons, part 2}

An electron passing a molecule can excite an infrared-active vibration through its oscillating dipole. We ask how large the cross section $\sigma$ is. Hartree atomic units are used ($\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are one), with lengths in $a_0$ and energies in hartree.

The electron has charge $-1$, momentum $\mathbf k$ and energy $E=k^2/2$. It raises the vibration from $|0\rangle$ to $|1\rangle$ at energy cost $\omega$ and leaves with momentum $\mathbf k'$, where $k'=\sqrt{k^2-2\omega}$. The transition dipole is $\mathbf M=\langle 1|\boldsymbol\mu|0\rangle$, with $\boldsymbol\mu$ the molecular dipole moment. For a vibrational coordinate $x$ of effective mass $m$, $x_{01}=\langle1|x|0\rangle=1/\sqrt{2m\omega}$.

With $\mathbf q=\mathbf k-\mathbf k'$ and transition potential $V_{10}$, the Born amplitude is $f=-\frac{1}{2\pi}\int e^{i\mathbf q\cdot\mathbf r}V_{10}\,d^3r$, and $d\sigma/d\Omega=(k'/k)|f|^2$. A point dipole has $f=2i\,\mathbf M\cdot\mathbf q/q^2$.

The theorem holds for a free, neutral, randomly oriented molecule, in the point-dipole and first Born approximations, with rotational energy changes neglected:
\begin{equation}
\sigma=\frac{4\pi M^2}{3E}\,L,\qquad L=\ln\frac{k+k'}{k-k'}=\ln\frac{(k+k')^2}{2\omega}.
\label{eq:recall}
\end{equation}
Here $L=\int dq/q$ from $q_1=k-k'$ to $q_2=k+k'$. Half of $\sigma$ lies at deflections below $\arccos(k'/k)$. At fixed $\omega$ and $M$, $\sigma$ is largest at $E=1.72\,\omega$.

Proposition 1 relates $\sigma$ to the area $\mathcal A$ of the orientation-averaged absorption cross section $\sigma_{\rm abs}(\nu)$ at angular frequency $\nu$, with $c$ the speed of light:
\begin{equation}
\mathcal A=\int\sigma_{\rm abs}\,d\nu=\frac{4\pi^2\omega M^2}{3c},
\qquad\text{so that}\qquad
\sigma=\frac{c\,\mathcal A}{\pi\omega E}\,L .
\label{eq:area}
\end{equation}

Proposition 2 gives the orientation-averaged excitation probability for a straight passage at distance $b\ll v/\omega$ and speed $v$:
\begin{equation}
P(b)=\frac{4M^2}{3b^2v^2}.
\label{eq:P}
\end{equation}
In this limit only the component of $\mathbf M$ across the path contributes. The range of the interaction is of order $v/\omega$, with $v=k$.

\subsection{A carbonyl stretch struck by a 5 eV electron}

Take round parameters in the regime of the ester carbonyl stretch of a methacrylate resist: $\omega=0.21$ eV, $M=0.25$ D, and a bond length $d=0.12$ nm. In atomic units $\omega=0.007717$ and $M^2=0.009674$. By Eq.~\eqref{eq:area}, converted to the customary area per mole over wavenumber, this is an infrared intensity of 265 km/mol.

For $E=5$ eV, or 0.18375 hartree,
\begin{align}
k&=\sqrt{2(0.18375)}=0.6062,\\
k'&=\sqrt{2(0.18375-0.007717)}=0.5934,\\
L&=\ln\frac{(0.60621+0.59335)^2}{2(0.007717)}=\ln 93.2=4.535 .
\end{align}
The cross section is
\begin{equation}
\sigma=\frac{4\pi(0.009674)}{3(0.18375)}\,(4.535)=0.2205\times4.535
=1.00\,a_0^2=0.0028\ \mathrm{nm}^2 .
\end{equation}
Half of it belongs to deflections below $\arccos(k'/k)=11.8^\circ$. The range $v/\omega$ is 4.2 nm, about 35 bond lengths.

At fixed $\omega$ and $M$, the energy dependence is as follows.
\begin{center}
\begin{tabular}{ccc}
$E$ (eV) & $L$ & $\sigma$ (nm$^2$)\\
\hline
1 & 2.83 & 0.0087\\
2 & 3.59 & 0.0055\\
5 & 4.54 & 0.0028\\
10 & 5.24 & 0.0016\\
20 & 5.94 & 0.0009
\end{tabular}
\end{center}
From 1 to 20 eV the factor $1/E$ falls by 20, but $L$ slightly more than doubles, so $\sigma$ falls by a factor of about 9.5.

If a film holds $n=7$ such groups per nm$^3$, and each acts as a free molecule, the mean free path for this one loss is $1/(n\sigma)=1/(7\times0.0028)\approx51$ nm. The energy loss per path length is $210\ \mathrm{meV}/51\ \mathrm{nm}\approx4.1$ meV/nm. This is length along the path, not depth in the film.

\subsection{Where the point dipole and the Born approximation give way}

\paragraph{Finite bond length.} The gradient of $1/r$ is $-\mathbf r/r^3$, and in a Fourier transform with $e^{i\mathbf q\cdot\mathbf r}$ a gradient becomes a factor $-i\mathbf q$. The transform of $\mathbf r/r^3$, which is $4\pi i\mathbf q/q^2$, therefore implies $4\pi/q^2$ for $1/r$. Charges $\pm z$ at $\pm s\mathbf n/2$, with $\mathbf n$ a unit vector and $s=d+x$, then have the Born amplitude
\begin{equation}
f=\frac{2z}{q^2}\,\langle1|e^{i\mathbf q\cdot\mathbf n s/2}-e^{-i\mathbf q\cdot\mathbf n s/2}|0\rangle
=\frac{4iz}{q^2}\,\langle1|\sin\frac{\mathbf q\cdot\mathbf n\,s}{2}|0\rangle .
\label{eq:rod}
\end{equation}
To first order in the vibrational displacement $x$, with $\mathbf M=z\mathbf n\langle1|x|0\rangle$,
\begin{equation}
f\simeq\frac{2i\,\mathbf M\cdot\mathbf q}{q^2}\cos\frac{\mathbf q\cdot\mathbf n\,d}{2}.
\end{equation}
In this model the cosine reduces the cross section where $q$ is comparable with $1/d$ or larger.

The two-charge model was evaluated from Eq.~\eqref{eq:rod} with harmonic vibrational functions and direct integration over molecular orientation and scattering angle. The reduced mass was 6.857 u, that of a carbon and an oxygen atom, and $z=1.37$ was set by $M$. With $d=0$, at 0.3, 1, 5 and 20 eV, the results agree with the theorem to within $4\times10^{-4}$ of its value. With $d=0.12$ nm, at 5 eV, the cross section is 10\% below that of the point dipole. Momentum transfers above $1/d$ supply 22\% of the logarithm, and this is the part most exposed to the actual charge distribution. The rod is not a model of that distribution: its static dipole $zd$ is about 8 D, several times that of an ester. In a real molecule the electrons cease to screen the moving nuclei once $q$ exceeds about $1/a_0$, and there the amplitude can exceed the point-dipole value. The 10\% therefore indicates the size of the correction at 5 eV, where $q\le1.2/a_0$. At higher energies the rod does not fix even its sign.

\paragraph{Strength of the coupling.} At $b=d$, Eq.~\eqref{eq:P} gives $P=0.007$. Since $kd=1.4$, a straight path past a point dipole is only a rough picture at this distance, and the number is an order of magnitude. It indicates that the vibration is weakly driven even there, and that repeated action of the transition dipole is a small effect at such distances. This says nothing about distortion of the electron wave by the rest of the molecule.

\paragraph{Temporary capture.} An electron may be held for a while in an empty orbital and leave the molecule vibrating. This resonance is outside the theorem, but flux conservation limits it. Suppose capture takes place through one angular pattern $Y_a$ of a single angular momentum $l$, normalized over the sphere and fixed to the molecule. In the plane wave, its incoming spherical part has magnitude $(2\pi/k)|Y_a(\hat{\mathbf k})|/r$. This follows from the coefficient $4\pi$ of the expansion in spherical waves and from $\sin(kr-l\pi/2)/(kr)$, half of whose exponentials run inward. The incoming flux through a large sphere, divided by the incident flux density, is
\begin{equation}
\frac{4\pi^2}{k^2}\,|Y_a(\hat{\mathbf k})|^2\;\longrightarrow\;\frac{4\pi^2}{k^2}\,\frac{1}{4\pi}=\frac{\pi}{k^2}
\end{equation}
after the average over orientations. No more than this can leave with the vibration excited. At 5 eV the ceiling is 0.024 nm$^2$, or about 8.5 times the dipole result. It is not an estimate of the resonance, whose size depends on its energy, width and decay. It shows that near a resonance the dipole formula may miss the larger part of the cross section.

\subsection{Orientation, rotation and temperature}

\paragraph{Proposition 3 (fixed dipole).} If $\mathbf M$ is held parallel to the incident beam, the point-dipole Born cross section is
\begin{equation}
\sigma_\parallel=\frac{8\pi M^2}{k^4}\left(kk'+\omega L\right).
\label{eq:par}
\end{equation}
If it is held perpendicular to the beam, $\sigma_\perp=(3\sigma-\sigma_\parallel)/2$.

\emph{Proof.} From $\mathbf k\cdot\mathbf k'=(k^2+k'^2-q^2)/2$ and $k^2-k'^2=2\omega$, the component of $\mathbf q$ along the beam is
\begin{equation}
q_\parallel=k-\frac{\mathbf k\cdot\mathbf k'}{k}=\frac{q^2+2\omega}{2k}.
\end{equation}
With $d\Omega=2\pi q\,dq/(kk')$,
\begin{align}
\sigma_\parallel&=\frac{8\pi M^2}{k^2}\int_{q_1}^{q_2}\frac{q_\parallel^2}{q^3}\,dq
=\frac{2\pi M^2}{k^4}\int_{q_1}^{q_2}\left(q+\frac{4\omega}{q}+\frac{4\omega^2}{q^3}\right)dq\nonumber\\
&=\frac{2\pi M^2}{k^4}\left[\frac{q_2^2-q_1^2}{2}+4\omega L+2\omega^2\,\frac{q_2^2-q_1^2}{q_1^2q_2^2}\right].
\end{align}
Here $q_{1,2}=k\mp k'$, so $q_2^2-q_1^2=4kk'$ and $q_1q_2=2\omega$. The first and third terms are each $2kk'$, which gives Eq.~\eqref{eq:par}. The average over orientations is $\sigma=(\sigma_\parallel+2\sigma_\perp)/3$, because the squared components of $\mathbf M$ average to $M^2/3$ each and the mixed ones to zero. Solving for $\sigma_\perp$ completes the proof. $\square$

At high energy $\sigma_\parallel\simeq8\pi M^2/k^2$ has no large logarithm. Collisions with $b\ll v/\omega$, which build up the logarithm, push mainly across the path, as the proof of Proposition 2 shows, and so the logarithm belongs to the perpendicular dipole. Near $b=v/\omega$ and beyond, the pushes along and across the path are comparable. In the example,
\begin{equation}
\sigma_\parallel=\frac{8\pi(0.009674)}{(0.60621)^4}\left[(0.60621)(0.59335)+(0.007717)(4.535)\right]=0.71\,a_0^2 ,
\end{equation}
or 0.0020 nm$^2$, and $\sigma_\perp=0.0032$ nm$^2$. Relative to the random average these are 29\% lower and 14\% higher. Oriented groups and a directed beam would need these values.

\paragraph{Rotation and thermal excitation.} A free rod with the mass and length of the two-charge model has rotational constant $B=1/(2md^2)$. At temperature $T$ (with Boltzmann constant $k_B$), its most populated angular momentum is near $j=\sqrt{k_BT/(2B)}$, from the maximum of $(2j+1)e^{-Bj(j+1)/k_BT}$ at large $j$. Raising $j$ by one then costs about $2Bj$, and lowering it returns about as much. At 300 K this is 3.3 meV. Adding it to $\omega$ lowers $\sigma$ by 0.35\%, and in the average over molecules the two directions largely cancel. The thermal factor $e^{-\omega/k_BT}$ is $3\times10^{-4}$, so nearly all molecules start in the ground state of this vibration.

\subsection{From the free molecule to the film}

The range of 4.2 nm spans many neighbouring molecules in a film, and their electrons screen the field of the passing electron. Let the film have electronic dielectric constant $\varepsilon$. A distant charge produces a mean field $F=F_0/\varepsilon$, where $F_0$ is its field in vacuum. The polarization is $(\varepsilon-1)F/(4\pi)$. For isotropic surroundings, the Lorentz local field adds $4\pi/3$ times this polarization, so a molecule feels
\begin{equation}
F_{\rm loc}=F+\frac{\varepsilon-1}{3}F=\frac{\varepsilon+2}{3\varepsilon}\,F_0 .
\end{equation}
The first-order amplitude is proportional to this field, and the excitation probability is multiplied by
\begin{equation}
S=\left(\frac{\varepsilon+2}{3\varepsilon}\right)^2 .
\end{equation}
For the round value $\varepsilon=2.2$, $S=(4.2/6.6)^2=0.405$. Applied to the whole cross section, it lengthens the mean free path from 51 to 126 nm and lowers the energy loss from 4.1 to 1.7 meV/nm. This probably overstates the screening, since the surrounding molecules do little to screen a collision much closer than the distance between neighbours. A rough division can be made at that distance. The carbonyl density gives a neighbour spacing of $n^{-1/3}=0.52$ nm. Momentum transfers below the inverse of this spacing supply about 45\% of the logarithm. If only this part is screened, the cross section is multiplied by $1-0.45(1-0.405)=0.73$, and the mean free path is about 70 nm. The sharp cut is arbitrary and leans towards too little screening. Place the dipole instead in a spherical cavity of radius $a$, with its potential multiplied by $\sqrt S$ outside and joined continuously by a uniform field inside. The amplitude is then multiplied by $1-(1-\sqrt S)\,3j_1(qa)/(qa)$, with $j_1$ the spherical Bessel function, and the screening falls to half only near $qa=2.5$. For $a=0.52$ nm this gives a factor 0.62 and a mean free path of about 82 nm, and smaller cavities give longer paths.

\paragraph{The real resist.} The chosen quantum, infrared intensity and density of carbonyl groups are rough typical values for a methacrylate polymer, and none is meant as a measured property of a particular resist. The assumption most plainly broken by a solid film is that of isolated molecules. For the numbers used here, the two estimates of electronic screening reduce the dipole loss by factors of about 1.4 and 2.5, depending on whether close collisions are screened. Temporary capture could act in the opposite direction, by an amount that this model cannot supply. A polymer also has other vibrations, whose losses add to that of the carbonyl stretch. The values of 70 and 126 nm are therefore a rough bracket of screened dipole estimates for one vibration at 5 eV, and not the total inelastic mean free path of a low-energy electron in the resist. The free-molecule values and the fully screened estimate are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
vibrational quantum: 0.21 eV = 0.007717 hartree
transition dipole: 0.25 D = 0.09836 e a0
squared transition dipole: 0.009674 (e a0)^2
infrared intensity: 265 km/mol
incident energy: 5.0 eV = 0.18375 hartree
k: 0.60621 1/a0
k': 0.59335 1/a0
(k+k')/(k-k'): 93.23
logarithm: 4.5350
prefactor 4 pi M^2/(3E): 0.22054 a0^2
cross section: 1.0002 a0^2 = 0.002801 nm^2
half of cross section within: 11.83 deg
E =  1.0 eV: log 2.833, sigma 0.008747 nm^2
E =  2.0 eV: log 3.585, sigma 0.005536 nm^2
E =  5.0 eV: log 4.535, sigma 0.002801 nm^2
E = 10.0 eV: log 5.239, sigma 0.001618 nm^2
E = 20.0 eV: log 5.937, sigma 0.000917 nm^2
k'/k at formula maximum: 0.6479
E/omega at formula maximum: 1.7235
energy of formula maximum: 0.362 eV
largest deviation, two charges at zero bond length: 3.8e-04
interaction range v/omega: 4.16 nm
bond length: 0.12 nm
passage probability at one bond length: 0.0068
passage ratio at b = 3 v/omega: 0.0254
reduced mass of model rod: 6.857 u
vibrational matrix element x01: 0.00381 nm
effective charge of model rod: 1.366 e
share of log from q > 1/bond: 22.1 %
change by finite bond length: -9.9 %
one-channel resonance ceiling: 0.02394 nm^2
ceiling / dipole cross section: 8.55
dipole parallel to beam: 0.001990 nm^2
dipole perpendicular: 0.003206 nm^2
temperature: 300 K
thermal factor exp(-omega/kT): 2.97e-04
rotational energy shift: 3.31 meV
change by rotational shift: -0.35 %
carbonyl density in film: 7.0 1/nm^3
mean free path, unscreened: 51.0 nm
energy loss, unscreened: 4.12 meV/nm
film electronic dielectric constant: 2.2
film screening factor: 0.4050
mean free path, screened: 126.0 nm
energy loss, screened: 1.67 meV/nm
\end{verbatim}
